# When self-heating makes a saturated transistor's static output conductance negative, part 1

(Sections cited here and not found follow in the second part.)

## Heat feedback and the sign of the conductance

A transistor made in a thin silicon film on a buried oxide is insulated from its substrate electrically and, to a fair degree, thermally. Hold its gate voltage fixed, bias it in saturation, and raise the drain voltage slowly. Two things happen to the current. At a given temperature it rises a little, because the saturated end of the channel grows and the part that controls the current becomes shorter. But the larger voltage also delivers more power, the channel warms, and the mobility of its electrons falls. If the loss through heating exceeds the gain from the shorter channel, the current drops as the voltage rises, and the slope of the output curve is negative. The question is how much power this takes.

Let \(V\) be the drain voltage measured from the source, and \(I\) the drain current, counted positive into the drain. The device is n-channel, so both are positive. The gate voltage is constant throughout, and the channel is described by one temperature \(T\). The current is then a smooth function \(I(V,T)\). The gate carries no current, so the electrical power turned into heat is

\[
P=VI .
\]

The heat leaves to surroundings at the fixed ambient temperature \(T_0\) through a thermal resistance \(R\), measured in kelvin per watt. For the moment \(R\) is constant. In a steady state

\[
T=T_0+RP=T_0+RVI(V,T). \tag{1}
\]

Temperature appears on both sides: the current sets the temperature, and the temperature sets the current. A static output curve is the set of points obtained by waiting at each drain voltage until (1) holds. Its slope is the static output conductance \(g=dI/dV\).

Two partial derivatives describe the transistor itself, without its thermal surroundings. The first is the isothermal conductance

\[
g_{\rm iso}=\left(\frac{\partial I}{\partial V}\right)_T ,
\]

taken to be positive. The second is the fractional loss of current per kelvin,

\[
a=-\frac1I\left(\frac{\partial I}{\partial T}\right)_V .
\]

The minus sign makes \(a\) positive when the current falls with temperature. Both are evaluated at the actual channel temperature, not at ambient.

Now change the drain voltage by \(dV\) and wait. The current responds to the voltage and to the temperature:

\[
dI=g_{\rm iso}\,dV-aI\,dT . \tag{2}
\]

The temperature follows the power. Since \(T_0\) and \(R\) are constant, (1) gives

\[
dT=R\,dP=R\,(I\,dV+V\,dI). \tag{3}
\]

The term \(I\,dV\) is the extra heat that would appear if the current stayed the same. The term \(V\,dI\) is the correction because it does not. Substituting (3) into (2),

\[
dI=g_{\rm iso}\,dV-aRI^2\,dV-aRVI\,dI .
\]

Moving the last term to the left and writing \(VI=P\),

\[
(1+aRP)\,dI=(g_{\rm iso}-aRI^2)\,dV ,
\]

so that

\[
g=\frac{g_{\rm iso}-aRI^2}{1+aRP}. \tag{4}
\]

The units agree: \(aR\) is an inverse power, \(aRP\) is a pure number, and \(aRI^2\) is a current squared divided by a power, which is a conductance.

When \(a>0\), the denominator exceeds one. It reduces the size of the response but cannot change its sign, because a falling current also reduces the heating that makes it fall. The sign is set by the numerator, and \(g<0\) is equivalent to

\[
aRI^2>g_{\rm iso}.
\]

To turn this into a condition on power, multiply both sides by the positive quantity \(V/I\). The left side becomes \(aRVI=aRP\). The right side becomes the dimensionless slope

\[
s=\frac{V}{I}\,g_{\rm iso}=\left(\frac{\partial\ln I}{\partial\ln V}\right)_T .
\]

Hence, for \(a>0\),

\[
g<0\quad\Longleftrightarrow\quad P>\frac{s}{aR}. \tag{5}
\]

This is the required condition. Equality gives a zero slope. Because \(RP=T-T_0\), it can also be read as \(a(T-T_0)>s\): the local fractional loss per kelvin, multiplied by the whole temperature rise, must exceed the fractional gain in current per fractional increase in voltage.

The threshold is not one power belonging to the transistor. Both \(s\) and \(a\) depend on the operating point, so \(P\) must be compared with \(s/(aR)\) at that same point. If the bias is changed, both sides of (5) move.

The structure is clearest in logarithmic form. Let \(h=aRP\), the strength of the thermal feedback, and let \(\sigma=(V/I)g\) be the static counterpart of \(s\). Multiplying (4) by \(V/I\) gives

\[
\sigma=\frac{s-h}{1+h}. \tag{6}
\]

For \(R\to0\) the feedback vanishes and \(\sigma=s\). For an ideal current source, \(s=0\), any heating with \(a>0\) makes the static slope negative. There is also a limit to how steeply the current can fall. Adding one to (6),

\[
1+\sigma=\frac{1+h+s-h}{1+h}=\frac{1+s}{1+h}>0 .
\]

Since \(dP/dV=I+Vg=I(1+\sigma)\), the power still rises with drain voltage even where the current falls. If \(h\) could grow without limit at fixed \(s\), \(\sigma\) would approach \(-1\), the logarithmic slope of a curve of constant power, \(I\propto1/V\). A real transistor may stay well short of this limit: if \(a=k/T\) with constant \(k\), for example, \(h=k(T-T_0)/T\) remains below \(k\).

Equation (6) can be inverted to find the feedback from two measured slopes. From \(\sigma+\sigma h=s-h\) one obtains

\[
h=\frac{s-\sigma}{1+\sigma}. \tag{7}
\]

If \(s\) is measured so quickly that the temperature does not move, and \(\sigma\) slowly, then (7) gives \(aRP\). Dividing by the power gives the product \(aR\), though not its two factors separately.

The word "quickly" requires a time scale. Give the heated region a heat capacity \(C\). Its energy balance is

\[
C\frac{dT}{dt}=VI(V,T)-\frac{T-T_0}{R}. \tag{8}
\]

First hold \(V\) fixed and displace the temperature by a small amount \(\delta\) from its steady value. The electrical power changes by \(V(\partial I/\partial T)_V\,\delta=-aP\delta\), so

\[
C\frac{d\delta}{dt}=-aP\delta-\frac{\delta}{R}=-\frac{1+aRP}{R}\,\delta .
\]

The disturbance decays when \(1+aRP>0\), with time constant

\[
\tau=\frac{RC}{1+aRP}. \tag{9}
\]

For \(a>0\) the steady state is therefore stable at a held drain voltage, and it recovers faster than \(RC\). For \(a<0\) the current rises with temperature, and the numerator of (4) is a sum of positive terms. As long as the state is stable, the denominator is positive too, and \(g>0\). A negative static conductance in a stable state at fixed voltage therefore requires a current that falls with temperature, given that \(g_{\rm iso}>0\).

Next let the drain voltage jump by a small \(dV\) at \(t=0\). At the old temperature the power changes by \((I+Vg_{\rm iso})\,dV\). The temperature deviation from the old steady state obeys

\[
C\frac{d\delta}{dt}=(I+Vg_{\rm iso})\,dV-\frac{1+aRP}{R}\,\delta,\qquad \delta(0)=0,
\]

whose solution is

\[
\delta(t)=\frac{R(I+Vg_{\rm iso})}{1+aRP}\,dV\left(1-e^{-t/\tau}\right).
\]

The current change is \(g_{\rm iso}dV-aI\delta\). Its thermal part settles to the amount by which the static conductance lies below the isothermal one, because from (4)

\[
g_{\rm iso}-g=\frac{g_{\rm iso}(1+aRP)-g_{\rm iso}+aRI^2}{1+aRP}
=\frac{aRI(I+Vg_{\rm iso})}{1+aRP}.
\]

Therefore

\[
\frac{\delta I(t)}{dV}=g+(g_{\rm iso}-g)\,e^{-t/\tau}. \tag{10}
\]

Just after the step the response is \(g_{\rm iso}\), which is positive. The negative value develops as the channel warms. This is why the word "static" belongs in the statement of the result.

A small sinusoidal voltage shows the same thing in frequency. With all small quantities proportional to \(e^{i\omega t}\), the temperature response is divided by \(1+i\omega\tau\), and the admittance is

\[
Y(\omega)=g_{\rm iso}-\frac{g_{\rm iso}-g}{1+i\omega\tau}.
\]

Since the real part of \(1/(1+i\omega\tau)\) is \(1/(1+\omega^2\tau^2)\),

\[
{\rm Re}\,Y=g_{\rm iso}-\frac{g_{\rm iso}-g}{1+\omega^2\tau^2}.
\]

It vanishes when \(g_{\rm iso}(1+\omega^2\tau^2)=g_{\rm iso}-g\). For \(g<0\) this gives

\[
\omega_0=\frac1\tau\sqrt{\frac{-g}{g_{\rm iso}}}. \tag{11}
\]

Below \(\omega_0\) the real part is negative, and above it positive. Capacitances of the transistor have been left out of \(Y\); an ideal one between drain and source would add an imaginary part alone.

A negative slope does not by itself make the circuit unstable. Suppose the drain is fed from a constant supply through a resistor \(R_L\), and neglect electrical delays. A temperature disturbance \(\delta\) now changes the drain voltage as well, by \(\delta V=-R_L\delta I\). Equation (2) becomes

\[
\delta I=-g_{\rm iso}R_L\,\delta I-aI\delta,\qquad
\delta I=-\frac{aI\delta}{1+g_{\rm iso}R_L}.
\]

The power in the transistor changes by \(V\delta I+I\delta V=(V-R_LI)\,\delta I\). The energy balance then reads

\[
C\frac{d\delta}{dt}=-\frac{\delta}{R}\left[1+\frac{aRI(V-R_LI)}{1+g_{\rm iso}R_L}\right].
\]

Over the common denominator, the numerator of the bracket is

\[
1+aRP+R_L(g_{\rm iso}-aRI^2)=(1+aRP)(1+R_Lg),
\]

where (4) was used in the last step. For \(a>0\) the state is stable if \(1+R_Lg>0\). When \(g<0\), instability thus requires \(R_L>1/|g|\). The voltage across such a resistor exceeds \(I/|g|=V/|\sigma|\), which is larger than the drain voltage itself because \(-1<\sigma<0\). This rule is for a purely resistive feed. With an inductance \(L_s\) in series and disturbances proportional to \(e^{pt}\), the admittance is \(Y=(g+g_{\rm iso}p\tau)/(1+p\tau)\), and \(1+(R_L+pL_s)Y=0\) becomes \(L_sg_{\rm iso}\tau p^2+[\tau(1+g_{\rm iso}R_L)+L_sg]\,p+1+R_Lg=0\). For \(g<0\) the state is then also unstable, however small \(R_L\) is, when \(L_s>\tau(1+g_{\rm iso}R_L)/|g|\).

One extension is needed for real materials, whose heat conductivity varies with temperature. If \(R\) depends on \(T\), then \(T-T_0=R(T)P\), and differentiation gives

\[
dT=R\,dP+P\frac{dR}{dT}\,dT .
\]

Collecting the terms in \(dT\),

\[
dT=R_d\,dP,\qquad R_d=\frac{R}{1-P\,dR/dT}, \tag{12}
\]

for \(P\,dR/dT<1\). Equation (3) keeps its form with \(R_d\) in place of \(R\), and so do (4) and (5). What matters for the slope is the differential thermal resistance. If \(R\) increases with temperature, \(R_d\) exceeds \(R\), and for the same \(s\) and \(a\) less power is needed.

## A square-law transistor and its critical power

The drain voltage is \(V\), the drain current \(I\), the dissipated power \(P=VI\), and the channel temperature \(T=T_0+RP\), where \(T_0\) is ambient and \(R\) the thermal resistance. At fixed gate voltage, \(g_{\rm iso}\) is the slope \(\partial I/\partial V\) at constant temperature, \(a=-(\partial I/\partial T)/I\) is the fractional current loss per kelvin, and \(s=Vg_{\rm iso}/I\). The static conductance is

\[
g=\frac{g_{\rm iso}-aRI^2}{1+aRP},
\]

and for \(a>0\) it is negative when \(P>s/(aR)\). After a voltage step the conductance passes from \(g_{\rm iso}\) to \(g\) with time constant \(\tau=RC/(1+aRP)\), where \(C\) is the heat capacity.

To obtain numbers, a current law is needed. For a long channel in strong inversion take

\[
I=\frac12\,\mu C_{\rm ox}\frac WL\,V_{\rm ov}^2(1+\lambda V), \tag{13}
\]

with mobility \(\mu\), gate capacitance per area \(C_{\rm ox}\), channel width \(W\) and length \(L\). The factor \(1+\lambda V\) represents channel shortening. The law applies in saturation, \(V>V_{\rm ov}\). Heat acts on the mobility and on the threshold voltage:

\[
\mu=\mu_0\left(\frac{T}{T_0}\right)^{-k},\qquad
V_{\rm ov}=V_G-V_{T0}+\kappa(T-T_0).
\]

Here \(V_G\) is the gate voltage, \(V_{T0}\) the threshold voltage at ambient, and \(\kappa>0\) its fall per kelvin. The sign in \(V_{\rm ov}\) is positive because a lower threshold leaves more overdrive. The parameters \(k\), \(\kappa\) and \(\lambda\) are constants.

The logarithm of (13) separates the two effects of heat:

\[
\ln I=\text{const}-k\ln T+2\ln V_{\rm ov}+\ln(1+\lambda V).
\]

Differentiating with respect to \(T\) and reversing the sign, then differentiating with respect to \(V\), gives

\[
a=\frac kT-\frac{2\kappa}{V_{\rm ov}},\qquad
s=\frac{\lambda V}{1+\lambda V}. \tag{14}
\]

The falling threshold opposes the mobility loss. The two cancel at \(V_{\rm ov}=2\kappa T/k\). At a smaller overdrive the current rises with temperature, and a stable state has positive static conductance.

If the threshold shift is neglected, \(\kappa=0\), the condition can be solved for the power. With \(a=k/T\) and \(T=T_0+RP\), the inequality \(aRP>s\) reads

\[
\frac{kRP}{T_0+RP}>s .
\]

For a current that falls with temperature, the static conductance is negative when the power exceeds \(s/(aR)\) at the same operating point, and \(a\) and \(s\) are now known for a square-law transistor. It remains to solve the mobility-only condition for the power, to ask whether the slope can turn positive again, and to find the critical power in a complete example.
